# Sixth-Power Thickness Law for Roughness Scattering in an Infinite-Wall Well: a numerical check

```python
"""Thickness roughness in an infinite-wall well: the scattering rate is
  1/tau = pi^5 m D^2 Lam^2 / (mz^2 L^6) * exp(-x) [I0(x) - I1(x)],
with x = k^2 Lam^2 / 2, at lowest order in the roughness.
L: mean thickness; D: rms thickness fluctuation; Lam: correlation length
of C(r) = D^2 exp(-r^2/Lam^2); k: in-plane wavenumber; m, mz: in-plane and
transverse masses. Hartree atomic units. Lowest subband, no screening.
The independent road solves the Schroedinger equation in corrugated wells.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import ive, j0

m, mz = 0.2, 0.9
L0, D, Lam, k = 100.0, 5.0, 60.0, 0.01
hartree_meV = 1000 * physical_constants["Hartree energy in eV"][0]
time_ps = 1e12 * physical_constants["atomic unit of time"][0]
bohr_nm = 1e9 * physical_constants["Bohr radius"][0]


def coupling(L):
    """Derived energy shift per unit thickness change (magnitude)."""
    return np.pi**2 / (mz * L**3)


def rate_formula(L, momentum=True):
    x = k**2 * Lam**2 / 2
    angular = ive(0, x) - (ive(1, x) if momentum else 0.0)
    return np.pi**5 * m * D**2 * Lam**2 / (mz**2 * L**6) * angular


def edge_splitting(L, G, thick_amp, shift_amp=0.0, n_max=5, j_max=4):
    """Odd minus even lowest energy at wavenumber G/2 in a well with
    lower wall shift_amp*cos(Gx) and thickness L + thick_amp*cos(Gx).
    Variational solution on u = (z - lower wall)/thickness."""
    nx = 32
    x = np.arange(nx) * 2 * np.pi / (G * nx)
    u, wu = np.polynomial.legendre.leggauss(24)
    u, wu = (u + 1) / 2, wu / 2
    h = (L + thick_amp * np.cos(G * x))[:, None]
    dh = (-G * thick_amp * np.sin(G * x))[:, None]
    db = (-G * shift_amp * np.sin(G * x))[:, None]
    weight = (h * wu[None, :] / nx).ravel()
    lowest = []
    for parity in ("even", "odd"):
        f, fx, fz = [], [], []
        for j in range(j_max):
            p = (j + 0.5) * G
            if parity == "even":
                g, dg = np.cos(p * x), -p * np.sin(p * x)
            else:
                g, dg = np.sin(p * x), p * np.cos(p * x)
            for n in range(1, n_max + 1):
                s = np.sin(n * np.pi * u)
                ds = n * np.pi * np.cos(n * np.pi * u)
                du = np.outer(g, ds)
                f.append(np.outer(g, s).ravel())
                slope = (db + u[None, :] * dh) / h
                fx.append((np.outer(dg, s) - slope * du).ravel())
                fz.append((du / h).ravel())
        f, fx, fz = np.array(f), np.array(fx), np.array(fz)
        H = (fx * weight) @ fx.T / (2 * m) + (fz * weight) @ fz.T / (2 * mz)
        S = (f * weight) @ f.T
        lowest.append(eigh(H, S, eigvals_only=True)[0])
    return lowest[1] - lowest[0]


# Diagonal elements of the flattening generator in the lowest subband
z, Ls = sp.symbols("z L", positive=True)
phi = sp.sqrt(2 / Ls) * sp.sin(sp.pi * z / Ls)
grad = sp.simplify(sp.integrate(phi * sp.diff(phi, z), (z, 0, Ls)))
dil = sp.simplify(sp.integrate(phi * z * sp.diff(phi, z), (z, 0, Ls)))
assert grad == 0 and dil == -sp.Rational(1, 2)

# Wall coupling from slow to fast corrugation, and common wall undulation
amp = 1e-3
coupling_rows = []
for GL in (0.5, 2.0, 5.0):
    ratio = edge_splitting(L0, GL / L0, amp) / (amp * coupling(L0))
    common = edge_splitting(L0, GL / L0, 0.0, amp) / (amp * coupling(L0))
    assert abs(ratio - 1) < 1e-5
    assert abs(common) < 1e-5
    coupling_rows.append((GL, ratio, common))


def spectrum_numeric(q):
    """Fourier transform of the correlation function by quadrature."""
    return quad(lambda r: 2 * np.pi * r * j0(q * r)
                * D**2 * np.exp(-(r / Lam)**2), 0, 9 * Lam,
                epsabs=1e-7, epsrel=1e-10, limit=200)[0]


# Golden-rule rate rebuilt from solved splittings and numeric spectrum
nodes, wts = np.polynomial.legendre.leggauss(12)
theta, wts = np.pi * (nodes + 1) / 2, np.pi * wts / 2
q_nodes = 2 * k * np.sin(theta / 2)
spec = np.array([spectrum_numeric(q) for q in q_nodes])
assert np.allclose(spec, np.pi * D**2 * Lam**2
                   * np.exp(-(q_nodes * Lam)**2 / 4), rtol=1e-7)


def rate_numeric(L, momentum=True):
    F = np.array([edge_splitting(L, q, amp) / amp for q in q_nodes])
    angular = 1 - np.cos(theta) if momentum else 1.0
    return m / np.pi * np.sum(wts * F**2 * spec * angular)


thicknesses = np.array([100.0, 125.0, 160.0, 200.0])
rates = np.array([rate_numeric(L) for L in thicknesses])
for L, r in zip(thicknesses, rates):
    assert abs(r / rate_formula(L) - 1) < 1e-3
power = np.polyfit(np.log(thicknesses), np.log(rates), 1)[0]
assert abs(power + 6) < 1e-3
# Small angles count here, where finite amplitude mixes nearby plane waves
out_numeric = rate_numeric(L0, False)
assert abs(out_numeric / rate_formula(L0, False) - 1) < 2e-3


def variance_ratio(s):
    """Variance of the local subband energy over its linear estimate,
    for Gaussian thickness fluctuations of relative rms size s."""
    t, w = np.polynomial.hermite.hermgauss(40)
    w = w / np.sqrt(np.pi)
    e = (1 + s * np.sqrt(2) * t)**-2
    mean = np.sum(w * e)
    return np.sum(w * (e - mean)**2) / (4 * s**2)


assert abs((variance_ratio(0.01) - 1) / (16.5 * 0.01**2) - 1) < 0.03


def finite_energy(L, V0):
    """Ground energy of a well with barriers V0 and equal masses."""
    def match(p):
        kap = np.sqrt(2 * mz * V0 - p * p)
        return p * np.sin(p * L / 2) - kap * np.cos(p * L / 2)
    p = brentq(match, 1e-8, np.pi / L, xtol=1e-16, rtol=1e-15)
    return p * p / (2 * mz)


def finite_coupling(L, V0):
    E = finite_energy(L, V0)
    return 2 * E / (L + 2 / np.sqrt(2 * mz * (V0 - E)))


def finite_exponent(V0):
    d = 1e-3
    up = finite_coupling(L0 * np.exp(d), V0)
    down = finite_coupling(L0 * np.exp(-d), V0)
    return -2 * np.log(up / down) / (2 * d)


barriers = (0.1, 1.0, 10.0)
for V0 in barriers:
    slope = (finite_energy(L0 + 0.1, V0) - finite_energy(L0 - 0.1, V0)) / 0.2
    assert abs(-slope / finite_coupling(L0, V0) - 1) < 1e-4
exponents = [finite_exponent(V0) for V0 in barriers]
assert exponents[0] < exponents[1] < exponents[2] < 6

# Worked example
kinetic = k**2 / (2 * m)
E1 = np.pi**2 / (2 * mz * L0**2)
rate = rate_formula(L0)
assert all(3 * np.pi**2 / (2 * mz * L**2) > kinetic for L in thicknesses)
assert rate / kinetic < 0.1 and rate_formula(50.0) / kinetic > 1

print(f"in-plane mass m = {m}, transverse mass mz = {mz} electron masses")
print(f"mean thickness L = {L0:.0f} bohr = {L0*bohr_nm:.3f} nm")
print(f"rms fluctuation = {D:.0f} bohr, correlation length = {Lam:.0f} bohr")
print(f"in-plane wavenumber k = {k} 1/bohr")
print(f"kinetic energy = {kinetic:.4e} hartree")
print(f"lowest subband energy E1 = {E1:.4e} hartree")
print(f"coupling F = {coupling(L0):.4e} hartree/bohr")
print(f"rms potential F*D = {coupling(L0)*D:.4e} hartree"
      f" = {coupling(L0)*D*hartree_meV:.3f} meV")
xv = k**2 * Lam**2 / 2
print(f"x = {xv:.3f}, exp(-x)(I0-I1) = {ive(0, xv)-ive(1, xv):.4f},"
      f" exp(-x)I0 = {ive(0, xv):.4f} (no unit)")
print(f"momentum-relaxation rate = {rate:.4e} atomic units")
print(f"lifetime tau = {1/rate:.4e} atomic units = {time_ps/rate:.3f} ps")
print(f"scattering-out rate = {rate_formula(L0, False):.4e} atomic units")
print(f"scattering-out rate from solved wells = {out_numeric:.4e} atomic units")
print("corrugated well: GL, splitting/(F*amplitude), same for common shift")
for GL, ratio, common in coupling_rows:
    print(f"  {GL:.1f}  {ratio:.6f}  {abs(common):.1e} (no unit)")
print("L (bohr), rate from solved wells, rate from formula (atomic units),"
      " rate/kinetic energy, subband spacing (hartree)")
for L, r in zip(thicknesses, rates):
    print(f"  {L:.0f}  {r:.4e}  {rate_formula(L):.4e}"
          f"  {rate_formula(L)/kinetic:.5f}  {3*np.pi**2/(2*mz*L**2):.4e}")
print(f"fitted power of L = {power:.5f} (no unit)")
print(f"rate ratio L=100 to L=200, solved wells = {rates[0]/rates[-1]:.3f}")
print(f"formula rate/kinetic energy at L=50 bohr ="
      f" {rate_formula(50.0)/kinetic:.3f} (Born condition fails)")
print(f"local-energy variance / linear estimate = {variance_ratio(D/L0):.4f}")
print(f"leading estimate 1+(33/2)(D/L)^2 = {1+16.5*(D/L0)**2:.4f}")
for V0, p in zip(barriers, exponents):
    print(f"barrier {V0:.1f} hartree: local exponent = {p:.4f} (no unit)")
print("all assertions hold")
```

Output:

```
in-plane mass m = 0.2, transverse mass mz = 0.9 electron masses
mean thickness L = 100 bohr = 5.292 nm
rms fluctuation = 5 bohr, correlation length = 60 bohr
in-plane wavenumber k = 0.01 1/bohr
kinetic energy = 2.5000e-04 hartree
lowest subband energy E1 = 5.4831e-04 hartree
coupling F = 1.0966e-05 hartree/bohr
rms potential F*D = 5.4831e-05 hartree = 1.492 meV
x = 0.180, exp(-x)(I0-I1) = 0.7666, exp(-x)I0 = 0.8420 (no unit)
momentum-relaxation rate = 5.2130e-06 atomic units
lifetime tau = 1.9183e+05 atomic units = 4.640 ps
scattering-out rate = 5.7263e-06 atomic units
scattering-out rate from solved wells = 5.7263e-06 atomic units
corrugated well: GL, splitting/(F*amplitude), same for common shift
  0.5  1.000000  0.0e+00 (no unit)
  2.0  1.000000  0.0e+00 (no unit)
  5.0  1.000000  4.0e-11 (no unit)
L (bohr), rate from solved wells, rate from formula (atomic units), rate/kinetic energy, subband spacing (hartree)
  100  5.2130e-06  5.2130e-06  0.02085  1.6449e-03
  125  1.3666e-06  1.3666e-06  0.00547  1.0528e-03
  160  3.1072e-07  3.1072e-07  0.00124  6.4255e-04
  200  8.1453e-08  8.1453e-08  0.00033  4.1123e-04
fitted power of L = -6.00000 (no unit)
rate ratio L=100 to L=200, solved wells = 64.000
formula rate/kinetic energy at L=50 bohr = 1.335 (Born condition fails)
local-energy variance / linear estimate = 1.0428
leading estimate 1+(33/2)(D/L)^2 = 1.0413
barrier 0.1 hartree: local exponent = 5.7288 (no unit)
barrier 1.0 hartree: local exponent = 5.9118 (no unit)
barrier 10.0 hartree: local exponent = 5.9718 (no unit)
all assertions hold
```
